# Ion transport by discrete ordinates with soft collisions as angular diffusion

A proton entering palladium at 5 keV has, in the model used below, about 740 elastic collisions before it has slowed to 100 eV. Most of them barely turn it. The work of following each one is proportional to their number, and that number is not even well defined: it grows with the largest impact parameter that one agrees to count. Replacing all collisions by a smooth diffusion of direction removes that difficulty but gives wrong answers. The reflected fraction falls from 0.249 to 0.230, and the mean depth of the implanted ions from 413 Å to 397 Å.

One remedy is to diffuse the soft collisions and keep the hard ones as jumps. One must then know which properties of the ion cloud survive the replacement, and build a numerical scheme that does not spoil them.

## One collision type, by hand

Suppose that every collision turns an ion through the same angle \(\theta\), with a random azimuth \(\phi\), and that collisions occur at a rate \(\nu\) per unit path length. Let \(\mu\) be the cosine between the direction of flight and the inward surface normal, and let \(c=\cos\theta\). After a collision,

\[
\mu'=\mu c+\sqrt{1-\mu^2}\,\sin\theta\cos\phi .
\]

Averaging over \(\phi\) gives \(\overline{\mu'}=c\mu\). For the square, the cross term vanishes and \(\overline{\cos^2\phi}=1/2\), so

\[
\overline{\mu'^2}=\mu^2c^2+\tfrac12(1-\mu^2)(1-c^2).
\]

Inserting this in \(P_2(\mu)=(3\mu^2-1)/2\) gives

\[
\overline{P_2(\mu')}=\tfrac14\left(9\mu^2c^2-3\mu^2-3c^2+1\right)=P_2(c)P_2(\mu).
\]

The means of \(\mu\) and \(P_2\) therefore decay along the path at the rates

\[
\lambda_1=\nu(1-c),\qquad \lambda_2=\nu[1-P_2(c)]=\tfrac32\nu(1-c)(1+c).
\]

Angular diffusion changes the distribution \(\psi(\mu)\) by

\[
\frac{\partial\psi}{\partial s}=\frac{\alpha}{2}\frac{\partial}{\partial\mu}(1-\mu^2)\frac{\partial\psi}{\partial\mu},
\]

where \(s\) is path length. Legendre's equation says that the differential operator multiplies \(P_\ell\) by \(-\ell(\ell+1)\). Diffusion thus has decay rates \(\alpha\ell(\ell+1)/2\), which are \(\alpha\) for \(\ell=1\) and \(3\alpha\) for \(\ell=2\). Choosing \(\alpha=\nu(1-c)\) reproduces \(\lambda_1\). The second rate then obeys

\[
\frac{\lambda_2}{3\alpha}=\frac{1+c}{2}.
\]

For \(c=4/5\) this ratio is \(9/10\); for a right-angle collision it is \(1/2\). Diffusion forgets the beam axis at the right speed in the first moment but too fast in the second, and badly so for hard collisions.

## Three directions, by hand

Now represent direction by three ordinates, \(\mu=(-1,0,1)\), with Gauss–Lobatto weights \(w=(1/3,4/3,1/3)\). Let \(p_m=w_m\psi_m\) be the fraction of ions in ordinate \(m\). Diffusion exchanges ions between neighbours at a rate proportional to the difference of \(\psi\) and to a coefficient \(\beta\) that stands for \(1-\mu^2\) at the boundary between them. Define it by

\[
\beta_{m+1/2}=\beta_{m-1/2}-2\mu_mw_m,\qquad \beta_{1/2}=0 .
\]

This gives \(\beta_{3/2}=\beta_{5/2}=2/3\) and \(\beta_{7/2}=0\). The node spacing is 1 and \(\psi=(3p_1,\,3p_2/4,\,3p_3)\), so

\[
\begin{aligned}
p_1'&=\tfrac{\alpha}{2}\left(\tfrac12p_2-2p_1\right),\\
p_2'&=\tfrac{\alpha}{2}\left(2p_1-p_2+2p_3\right),\\
p_3'&=\tfrac{\alpha}{2}\left(\tfrac12p_2-2p_3\right).
\end{aligned}
\]

The sum of the right sides is zero: ions are conserved. Subtracting the first line from the third gives \((p_3-p_1)'=-\alpha(p_3-p_1)\), which is the correct decay of \(\langle\mu\rangle\). For \(M_2=p_1-p_2/2+p_3\), which is \(\langle P_2\rangle\),

\[
M_2'=\tfrac{\alpha}{2}\left[-3(p_1+p_3)+\tfrac32p_2\right]=-\tfrac32\alpha M_2 ,
\]

half the correct rate. Could one simply impose \(3\alpha\)? With \(M_1=p_3-p_1\), the fraction going backward is

\[
p_1=\tfrac13\left(\tfrac12-\tfrac32M_1+M_2\right).
\]

For a forward beam, \(M_1=M_2=1\) initially. Imposing \(M_1'=-\alpha\) and \(M_2'=-3\alpha\) gives \(p_1'=-\alpha/2\): a negative number of ions. The difference scheme gives \(p_1'=0\) there and stays positive. On so coarse a set, positivity is bought with an error in the second moment, which more ordinates must reduce.

## The general transport equation

Consider a homogeneous medium of \(N\) randomly placed atoms per unit volume. Let \(\Phi(x,\mu,E)\) be the ion flux at depth \(x\) from a steady plane beam. Ions lose energy continuously at the mean rate \(S(E)\) per path length, so

\[
\mu\frac{\partial\Phi}{\partial x}=\frac{\partial(S\Phi)}{\partial E}-C\Phi .
\]

The operator \(C\) describes the loss of ions from a direction minus their arrival from others. Put \(\psi=S\Phi\) and \(dE=-S\,ds\). Then \(\partial\psi/\partial E=-S^{-1}\partial\psi/\partial s\), and multiplying the equation by \(S\) gives

\[
\frac{\partial\psi}{\partial s}+\mu\frac{\partial\psi}{\partial x}=-C(E(s))\,\psi .
\]

Energy now plays the part of time, and a monoenergetic beam is an initial condition. This requires small fluctuations of the energy loss.

By the addition theorem, of which \(\ell=1,2\) were worked out above, azimuthal averaging multiplies \(P_\ell(\mu)\) by \(P_\ell(\cos\theta)\). Hence

\[
CP_\ell=\lambda_\ell P_\ell,\qquad \lambda_\ell=N\int[1-P_\ell(\cos\theta)]\,d\sigma .
\]

Divide the collisions at an angle \(\theta_c\), and set

\[
\alpha=N\int_{\theta<\theta_c}(1-\cos\theta)\,d\sigma .
\]

The mixed model uses \(\lambda_\ell^{\rm hard}+\alpha\ell(\ell+1)/2\) in place of \(\lambda_\ell\). The mean energy loss of all collisions stays in \(S\), so the energy history is unchanged.

### How large is the error in the higher rates?

The identity \(P_{\ell+1}'-P_{\ell-1}'=(2\ell+1)P_\ell\) makes \(P_\ell'\) a sum of Legendre polynomials with nonnegative coefficients. Since \(|P_k|\le P_k(1)=1\), \(P_\ell'\) is largest at \(\mu=1\). Differentiating the sum shows the same for \(P_\ell''\). Legendre's equation and its derivative, taken at \(\mu=1\), give

\[
P_\ell'(1)=\frac{\ell(\ell+1)}2,\qquad
P_\ell''(1)=\frac{(\ell-1)\ell(\ell+1)(\ell+2)}8 .
\]

Taylor's formula about \(c=1\) is

\[
1-P_\ell(c)=\frac{\ell(\ell+1)}2(1-c)-\frac{(1-c)^2}{2}P_\ell''(\xi),
\]

with \(\xi\) between \(c\) and 1. The bound on \(P_\ell'\) shows that the left side does not exceed the first term on the right. Integrating over soft collisions therefore yields

\[
0\le \frac{\ell(\ell+1)}2\alpha-\lambda_\ell^{\rm soft}
\le\frac{(\ell-1)\ell(\ell+1)(\ell+2)}{16}\,N\!\int_{\rm soft}(1-\cos\theta)^2d\sigma .
\]

The error vanishes for \(\ell=0,1\). For high \(\ell\) the diffused rate grows as \(\ell^2\), whereas the true soft rate cannot exceed twice the soft collision rate, because \(1-P_\ell\le2\). Fine angular structure is therefore smoothed too fast.

## Which spatial moments are preserved?

In an infinite medium, let \(\mathbf R\) be the displacement and \(\boldsymbol\Omega\) the direction of flight. Along the path \(d\mathbf R/ds=\boldsymbol\Omega\), while collisions reduce the mean of \(\boldsymbol\Omega\) at rate \(\lambda_1\). Thus

\[
\begin{aligned}
\langle\mu\rangle'&=-\lambda_1\langle\mu\rangle, & \langle x\rangle'&=\langle\mu\rangle,\\
\langle\mathbf R\cdot\boldsymbol\Omega\rangle'&=1-\lambda_1\langle\mathbf R\cdot\boldsymbol\Omega\rangle, & \langle R^2\rangle'&=2\langle\mathbf R\cdot\boldsymbol\Omega\rangle .
\end{aligned}
\]

The 1 is \(\boldsymbol\Omega\cdot\boldsymbol\Omega\). Only \(\lambda_1(E(s))\) enters, so the mixed model preserves \(\langle x\rangle\) and \(\langle R^2\rangle\) at every energy. Even diffusion of all collisions does so.

For the squared depth, \(\mu^2=(1+2P_2)/3\) gives

\[
\langle x^2\rangle'=2\langle x\mu\rangle,\qquad
\langle x\mu\rangle'=\frac{1+2\langle P_2\rangle}{3}-\lambda_1\langle x\mu\rangle,
\]

with \(\langle P_2\rangle'=-\lambda_2\langle P_2\rangle\). For a beam that enters along the surface normal, \(\langle P_2\rangle\) starts at 1. Too large a \(\lambda_2\) then lowers \(\langle P_2\rangle\), and through it \(\langle x\mu\rangle\) and \(\langle x^2\rangle\). As \(\langle R^2\rangle\) is fixed, the missing depth spread appears as lateral spread.

Constant rates show the limits for the same beam. The first pair gives \(\langle x\rangle=(1-e^{-\lambda_1s})/\lambda_1\): this is \(s\) for a short path and saturates at the transport length \(1/\lambda_1\) for a long one. Integrating the equation for \(\langle x\mu\rangle\) over a long path, where \(\langle x\mu\rangle\to1/(3\lambda_1)\), gives

\[
\langle x^2\rangle\to\frac{2}{\lambda_1}\left[\frac s3+\frac{2}{3\lambda_2}-\frac1{3\lambda_1}\right].
\]

The term growing with \(s\) contains only \(\lambda_1\). An error in \(\lambda_2\) leaves a constant offset, a memory of the early flight.

A surface breaks the theorem. Whether an ion escapes depends on its whole angular and spatial history, not on these few means. Reflected fraction and mean implanted depth must therefore be compared numerically.

## The ordinates in general

Take \(M\) Gauss–Lobatto nodes. They include \(\mu=1\), so a normally incident beam occupies one ordinate. With the recursion for \(\beta\) given above and \(g_{m+1/2}=\beta_{m+1/2}/(\mu_{m+1}-\mu_m)\), diffusion reads

\[
p_m'=\frac\alpha2\left[g_{m+1/2}(\psi_{m+1}-\psi_m)-g_{m-1/2}(\psi_m-\psi_{m-1})\right].
\]

Summing over \(m\) cancels all internal exchanges. Multiplying by \(\mu_m\) and summing by parts gives

\[
\sum_m\mu_mp_m'=-\frac\alpha2\sum_m\beta_{m+1/2}(\psi_{m+1}-\psi_m)
=\frac\alpha2\sum_m\psi_m(\beta_{m+1/2}-\beta_{m-1/2}).
\]

The last bracket is \(-2\mu_mw_m\), so the result is \(-\alpha\sum_m\mu_mp_m\), as required. The nodes are symmetric and negative \(\mu\) comes first, so every interior \(\beta\) is positive. All exchange rates are then positive, and so is the diffusion step. The relative error of the \(\ell=2\) eigenvalue is 50% for three nodes, 2.5% for 12 and 0.60% for 24. From 12 to 24 it falls by a factor 4.2, consistent with second-order convergence.

Hard collisions need the higher rates. Form the moments \(M_\ell=\sum_mP_\ell(\mu_m)p_m\) for \(\ell=0,\ldots,M-1\). The quadrature integrates polynomials through degree \(2M-3\), which makes the Legendre polynomials orthogonal on the nodes, with norms \(h_\ell=2/(2\ell+1)\), except that \(h_{M-1}=2/(M-1)\). Therefore

\[
p_m=w_m\sum_\ell\frac{P_\ell(\mu_m)M_\ell}{h_\ell},\qquad
p_m'=-w_m\sum_\ell\frac{\lambda_\ell^{\rm hard}P_\ell(\mu_m)M_\ell}{h_\ell}.
\]

Multiplying the second equation by \(P_k(\mu_m)\) and summing gives \(M_k'=-\lambda_k^{\rm hard}M_k\) for every represented moment. Positivity is not guaranteed in this part, nor in the streaming step described next, so the solution must be inspected for negative values.

For streaming, choose a depth spacing equal to the path step \(h\). Ions in ordinate \(\mu\) move by \(\mu\) cells. Distribute them over four neighbouring cells, at offsets \(k\), with Lagrange weights \(c_k\) satisfying \(\sum_kc_kk^r=\mu^r\) for \(r=0,1,2,3\). For \(\mu=1/2\) and \(k=-1,0,1,2\), the weights are \((-1,9,9,-1)/16\). Their sum is 1, their mean offset \(1/2\) and their mean squared offset \(1/4\), so streaming itself adds nothing to the mean squared spread. It does blur a sharp pulse over several cells, with small positive and negative parts that cancel in the mean square.

One energy step consists of:

1. half a step of scattering, by the matrix exponential at the mid-step energy;
2. a full step of streaming;
3. another half-step of scattering.

The symmetric order makes the splitting error second order in \(h\) where the medium is uniform. At a surface, where scattering starts abruptly, convergence is slower: in the example below, each doubling of the number of steps between 100 and 800 shrinks the change in reflected fraction and mean depth by a factor of about 3, not 4. From 400 to 800 steps they change by 0.0001 and 0.05 Å. A strip without scattering outside the surface lets reflected ions leave.

## Collision rates from a potential

In atomic units the universal screened potential is \(V=(Z_1Z_2/r)\,\varphi(r/a)\), with \(a=0.8854/(Z_1^{0.23}+Z_2^{0.23})\) and

\[
\begin{aligned}
\varphi(y)={}&0.18175e^{-3.1998y}+0.50986e^{-0.94229y}\\
&+0.28022e^{-0.4029y}+0.02817e^{-0.20162y}.
\end{aligned}
\]

Conservation of energy and angular momentum gives the centre-of-mass deflection

\[
\Theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_r-b^2/r^2}},\qquad E_r=\frac{M_2E}{M_1+M_2}.
\]

Here \(b\) is the impact parameter and \(r_0\) the closest approach, where the root vanishes. Adding the centre-of-mass velocity gives \(\tan\theta=\sin\Theta/(\cos\Theta+M_1/M_2)\). The energy passed to the atom is \(T=\gamma E\sin^2(\Theta/2)\), with \(\gamma=4M_1M_2/(M_1+M_2)^2\). All rates follow from \(d\sigma=2\pi b\,db\).

The stopping rate is the mean elastic loss \(N\int T\,d\sigma\) plus the Lindhard–Scharff electronic part, proportional to the ion speed \(v\):

\[
S_e=\frac{8\pi N Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .
\]

## Protons of 5 keV in palladium

The atomic density is 0.06795 Å\(^{-3}\). Impact parameters are counted up to 1.520 Å, the radius of a sphere holding one atom. The collision rate is \(0.06795\,\pi\,(1.520)^2\approx0.493\) Å\(^{-1}\), and the path down to 100 eV is 1505 Å, which gives the 740 collisions mentioned at the start. Tripling the largest \(b\) would multiply this count by nine, but changes \(\lambda_1\) by 0.006% at 5 keV and 0.38% at 100 eV.

With \(\theta_c=0.35\) rad (20°), the hard rate at 5 keV is 0.0065 Å\(^{-1}\). At this energy about 99% of collisions are soft, yet they supply only \(0.00047/(0.00047+0.00193)\approx20\%\) of \(\lambda_1\). The transport length is 417 Å at the start and 12 Å near 100 eV: most of the forward motion happens early. Diffusion overstates the soft part of \(\lambda_2\) by between 1% and 2% at both energies.

For an infinite medium the moment equations give:

| Model | \(\langle x\rangle\), Å | rms \(x\), Å | rms \(R\), Å |
|---|---:|---:|---:|
| All collisions | 288.0 | 414.8 | 597.8 |
| Mixed | 288.0 | 414.7 | 597.8 |
| All diffused | 288.0 | 400.0 | 597.8 |

The first and last columns agree, as derived. Diffusing everything lowers the rms depth by 3.6%; the mixed model lowers it by 0.03%. The ordinates solution of the mixed model, with 24 directions and 400 steps, gives 288.0 Å and 414.8 Å. A Monte Carlo calculation that follows each collision with the same potential and stopping gives \(\langle x\rangle=289.5\pm3.4\) Å and an rms \(R\) of 600 Å.

With a surface, the same ordinates and steps give:

| Model | Reflected | Mean depth, Å | Spread, Å |
|---|---:|---:|---:|
| All collisions | 0.249 | 413 | 210 |
| Mixed | 0.249 | 413 | 210 |
| All diffused | 0.230 | 397 | 202 |

Monte Carlo gives a reflected fraction of \(0.248\pm0.005\) and a mean depth of \(415\pm3\) Å. The mean depth is 41 nm and the spread 21 nm. It exceeds the infinite-medium value because ions that cross the surface are no longer counted. The negative part of the final depth profile, at 100 eV, is below \(10^{-10}\) of the beam. At intermediate energies it is not small and reaches about 7% of the beam, so profiles taken there should not be read point by point.

## What the model leaves out

At most 3.7% of the energy is lost in one elastic collision. Drawing each such loss individually gives a mean depth of \(414\pm4\) Å, with no resolved change. Adding a rough model of electronic straggling gives \(415\pm4\) Å. The reflected fraction in that run is 0.266, but with only 4000 ions the difference is about two standard errors, too little to show a real effect of straggling. Following the infinite-medium equations from 100 eV to 10 eV raises the rms depth by 1 Å. The reflected fractions given here count only ions that leave before slowing to 100 eV; some of those still near the surface at that energy can escape later. A 20% larger electronic stopping lowers \(\langle x\rangle\) from 288 to 274 Å, far more than the error of the mixed model; with a surface it lowers the mean depth to about 376 Å and the reflected fraction to 0.22. The Lindhard–Scharff value is itself uncertain by more than this: the empirical Andersen–Ziegler fit for hydrogen in palladium is roughly 1.5 times larger at 5 keV, which would give about 330 Å and 0.19. The absolute depths above are therefore those of the model, not a prediction for a sample. For a heavier ion, with larger \(\gamma\), the comparison with individually drawn elastic losses must be repeated; if the change matters, the hard collisions need energy jumps as well.

These parameters stand for low-temperature hydrogen implantation into palladium; the energy and lattice constant are rough typical values. Two assumptions can fail badly in real samples. The first is the random medium: the estimated critical angle for channelling is 8° along the closest-packed rows of atoms and smaller along other axes, so a beam aligned with a crystal axis can go deeper by an amount not calculated here. The second is that hydrogen stays where it stops. With a rough diffusivity of \(2.9\times10^{-3}\) cm²/s times \(\exp(-0.23\ \mathrm{eV}/k_BT)\), in a crystal without defects it diffuses over the mean depth in about \(2\times10^{-5}\) s at 300 K, but in about ten days at 80 K. The second figure is only an extrapolation: 0.01 eV in the barrier changes it by a factor of four, and at 80 K tunnelling can make the motion much faster than the Arrhenius form predicts. Vacancies left by the implantation trap hydrogen and can make these times much longer, above all in the cold. At room temperature the computed profile is therefore a source for diffusion, not the final distribution. At a fluence of \(10^{15}\) cm\(^{-2}\) the peak ratio H/Pd is 0.19% if nothing diffuses. Hydride can form locally once the hydrogen content exceeds the solubility limit, which is very small in the cold, so a low average H/Pd does not exclude it where hydrogen can still move. Turning the whole layer into hydride would need a fluence hundreds of times larger, and the fixed target composition assumed here would no longer hold.

The numerical output below lists the remaining inputs and the depth-band fractions.

## Calculated quantities

```
start, stop energy: 5000, 100 eV
Pd lattice constant (rough): 3.89 A; density 0.06795 A^-3
masses: 1.0073, 106.42 u; max elastic loss fraction 0.0372
screening length 0.1373 A; largest b 1.520 A
soft/hard angle 0.35 rad = 20.1 deg
all-collision rate 0.4934 A^-1
at 5000.0 eV: hard rate 0.00652 A^-1
  lambda1 soft, hard 0.00047, 0.00193 A^-1
  lambda2 soft true, diffused 0.00139, 0.00141 A^-1
  transport length 416.9 A
at 97.6 eV: hard rate 0.17388 A^-1
  lambda1 soft, hard 0.00488, 0.07846 A^-1
  lambda2 soft true, diffused 0.01443, 0.01464 A^-1
  transport length 12.0 A
electronic, nuclear stopping at start 5.202, 0.226 eV/A
nuclear stopping, wide b: orbit 0.2258, fit 0.2276 eV/A
path length to stop energy 1504.8 A
l=2 eigenvalue error, 12 and 24 ordinates: 2.494, 0.596 %
infinite medium: <x> (A), rms x (A), rms R (A)
  equations, boltzmann: 288.03, 414.82, 597.75
  equations, mixed: 288.03, 414.68, 597.75
  equations, diffusion: 288.03, 399.96, 597.75
  ordinates, mixed: 288.02, 414.77
  Monte Carlo: 289.5, 418.0, 600.0
  Monte Carlo standard error of <x>: 3.4 A
surface: reflected fraction, mean depth (A), depth spread (A)
  mixed: 0.2492, 413.1, 209.6
  boltzmann: 0.2493, 413.2, 209.6
  diffusion: 0.2303, 397.4, 201.6
  mixed, 16 ordinates, 200 steps: 0.2497, 413.4, 209.7
  Monte Carlo: 0.2475, 414.9, 210.9
  standard errors: fraction 0.0048, depth 2.7 A
mean depth, spread: 41.3, 21.0 nm
depth step 3.77 A; negative part of profile 6.9e-11
fraction of beam at 0-200, 200-400, 400-600, >600 A
  ordinates: 0.1319, 0.2420, 0.2260, 0.1509
  Monte Carlo: 0.1328, 0.2386, 0.2256, 0.1555
neglected effects: reflected fraction, mean depth, spread (A)
  single elastic losses: 0.2470, 414.0, 210.9
  plus electronic straggling: 0.2660, 415.1, 215.2
  standard errors of these depths: 3.8, 4.0 A
below stop energy to 10 eV: shift 0.000 A, rms x 415.8 A
electronic stopping +20 %: infinite-medium <x> 274.1 A
lambda1 gain from tripled b limit: 0.006 % at start, 0.38 % at stop
channelling critical angle (estimate) 7.9 deg
fluence 1e+15 cm^-2: peak H/Pd 0.187 %
rough diffusion inputs: 2.9e-03 cm2/s, 0.23 eV
time to diffuse the mean depth: 300 K 2.2e-05 s, 80 K 9.1e+05 s
```
